# Conductivity from a step-like mobility edge

Suppose that electrons in a disordered film conduct equally well at every energy above a mobility edge $E_c$ and not at all below it. The model then contains one conductivity, the plateau value $\sigma_0$, and three energies: $E_c$, the chemical potential $\mu$ and the thermal energy $kT$. A shift of the energy zero cannot change a conductivity, so $E_c$ and $\mu$ can enter through their difference alone, and a dimensionless factor can depend on that difference only in units of $kT$. Hence

$$
\sigma=\sigma_0\,g(x),\qquad x=\frac{E_c-\mu}{kT}.
$$

A symmetry restricts $g$ further. For independent electrons the dc conductivity is a thermal average,

$$
\sigma=\int_{-\infty}^{\infty}\sigma(E)\left(-\frac{\partial f}{\partial E}\right)dE,\qquad f(E)=\frac{1}{e^{(E-\mu)/kT}+1},\tag{1}
$$

with the weight

$$
-\frac{\partial f}{\partial E}=\frac{1}{kT}\,\frac{e^{(E-\mu)/kT}}{\left[e^{(E-\mu)/kT}+1\right]^2}=\frac{1}{4kT\cosh^2[(E-\mu)/2kT]} .
$$

This weight is even about $\mu$ and has unit area. The area above $\mu+xkT$ and the area above $\mu-xkT$ therefore add up to one, so $g(x)+g(-x)=1$ and $g(0)=1/2$. The Fermi function has this property, but so do other functions. To find $g$ we need the integral itself, and first the reason why (1) holds.

Take independent electrons of charge $-e$ in a static disordered potential, with orbital eigenstates $m,n$ of energies $E_m,E_n$ in a volume $\Omega$. Scattering by a static potential is elastic. A uniform field $F(t)=F_0\cos\omega t$ along $x$ is described by a vector potential with $F=-\partial A/\partial t$, so $A=-(F_0/\omega)\sin\omega t$. Expanding the kinetic energy $(p+eA)^2/2m_e$ gives the coupling $eAv$, with $v=p/m_e$ the velocity along $x$, and a term in $A^2$ that is a pure number and causes no transitions. Thus

$$
H'(t)=-\frac{eF_0}{\omega}\,v\sin\omega t .
$$

Since $\sin\omega t=(e^{i\omega t}-e^{-i\omega t})/2i$, the part that drives absorption has a matrix element of size $eF_0|v_{nm}|/2\omega$. The golden rule gives the rate from $m$ to $n$ as

$$
\frac{2\pi}{\hbar}\,\frac{e^2F_0^2}{4\omega^2}\,|v_{nm}|^2\,\delta(E_n-E_m-\hbar\omega).
$$

Absorption needs $m$ filled and $n$ empty, and the reverse emission needs the opposite. Their difference carries the factor $f_m(1-f_n)-f_n(1-f_m)=f_m-f_n$. Each net transition takes up $\hbar\omega$, and spin gives a factor 2, so the power absorbed per volume is

$$
P=\frac{2}{\Omega}\sum_{mn}\hbar\omega\,\frac{2\pi}{\hbar}\,\frac{e^2F_0^2}{4\omega^2}|v_{nm}|^2(f_m-f_n)\,\delta(E_n-E_m-\hbar\omega)
=\frac{\pi e^2F_0^2}{\omega\Omega}\sum_{mn}|v_{nm}|^2(f_m-f_n)\,\delta(E_n-E_m-\hbar\omega).
$$

The time average of current density times field is $P=\tfrac12\sigma(\omega)F_0^2$, where $\sigma(\omega)$ is the real part of the conductivity. Therefore

$$
\sigma(\omega)=\frac{2\pi e^2\hbar}{\Omega}\sum_{mn}|v_{nm}|^2\,\frac{f_m-f_n}{\hbar\omega}\,\delta(E_n-E_m-\hbar\omega).\tag{2}
$$

The prefactor can be tested without the golden rule. A small disordered ring was driven by a weak pulse and its quantum state propagated directly in time. It gained $2.8931\times10^{-5}$ of the hopping energy. Equation (2), weighted with the spectrum of the same pulse, gives the same value to about one part in $10^5$, the level at which the time step and terms of higher order in the field begin to show.

To sort (2) by energy, insert $1=\int dE\,\delta(E-E_m)$. Under the integral $E_m$ becomes $E$, the other delta function fixes $E_n=E+\hbar\omega$, and the occupations become functions of $E$:

$$
\sigma(\omega)=\int \sigma(E,\omega)\,\frac{f(E)-f(E+\hbar\omega)}{\hbar\omega}\,dE,
$$

$$
\sigma(E,\omega)=\frac{2\pi e^2\hbar}{\Omega}\sum_{mn}|v_{nm}|^2\,\delta(E-E_m)\,\delta(E+\hbar\omega-E_n).
$$

Now let $\Omega\to\infty$ and afterwards $\omega\to0$. The order matters, because a finite sample has discrete levels and absorbs nothing once $\hbar\omega$ is below the smallest spacing. The difference quotient tends to $-\partial f/\partial E$, and with $\sigma(E)=\lim_{\omega\to0}\sigma(E,\omega)$ we obtain (1).

The same expression shows why localized states drop out. The potential commutes with the position $x$, so $v=(i/\hbar)[H,x]$ and

$$
v_{nm}=\frac{i}{\hbar}(E_n-E_m)\,x_{nm},\qquad |v_{nm}|^2=\omega^2|x_{nm}|^2\quad\text{for } E_n-E_m=\hbar\omega .
$$

An explicit $\omega^2$ thus stands in front of a sum over $|x_{nm}|^2$. That sum may itself grow as $\omega\to0$, because two localized states of nearly equal energy can mix over a long distance. An estimate of the growth is as follows. The coupling between states a distance $R$ apart falls as $I_0e^{-R/\xi}$, where $\xi$ is the localization length and $I_0$ an energy scale. Mixing is strong up to the distance at which the coupling has dropped to about $\hbar\omega$, which is $R_\omega\approx\xi\ln(I_0/\hbar\omega)$. In $d$ dimensions the number of partners within reach grows at most as $R_\omega^d$, and $|x_{nm}|^2$ at most as $R_\omega^2$. The sum then grows no faster than a power of a logarithm, and $\omega^2$ wins.

Disordered chains, whose states are all localized, show the decrease. Between the frequency bins 0.40–0.80 and 0.05–0.10, in units of the hopping energy, $\sigma(E,\omega)$ averaged around the band centre falls from about 0.39 to between 0.05 and 0.07 $e^2a/\hbar$, with $a$ the site spacing. The chains have 400 to 800 sites and site energies spread uniformly over six hopping energies; the range reflects the scatter between sets of a few tens of samples. This factor of 5 to 8 is much less than the 64 that a bare $\omega^2$ would give for an eightfold change of frequency, so the pair sum does grow in this range. The fall steepens towards low frequency: the first halving from the highest bin reduces the value by a factor of 1.4 to 1.7, the last by a factor of 1.9 to 2.5. These data support the vanishing of the dc limit but do not establish its asymptotic law.

The model of the mobility edge is now

$$
\sigma(E)=\begin{cases}0,&E<E_c,\\ \sigma_0,&E>E_c.\end{cases}
$$

Put into (1), it leaves the integral of a total derivative:

$$
\sigma=\sigma_0\int_{E_c}^{\infty}\left(-\frac{\partial f}{\partial E}\right)dE
=\sigma_0\left[f(E_c)-f(\infty)\right].
$$

Since $f(\infty)=0$,

$$
\boxed{\;\sigma=\sigma_0 f(E_c)=\frac{\sigma_0}{e^{(E_c-\mu)/kT}+1}\;}\tag{3}
$$

The function left open by the dimensional argument is $g(x)=1/(e^x+1)$. If the plateau ends at an energy $E_t$, the upper limit contributes and $\sigma=\sigma_0[f(E_c)-f(E_t)]$. Equation (3) also leaves out the valence band. A valence plateau $\sigma_v$ below an edge $E_v$ would add $\sigma_v[1-f(E_v)]$. When $\mu$ lies between the edges and many $kT$ from both, this is about $(\sigma_v/\sigma_0)\,e^{-[(\mu-E_v)-(E_c-\mu)]/kT}$ times (3). For plateaus of similar height it is therefore negligible only if $\mu-E_v$ exceeds $E_c-\mu$ by several $kT$.

For $E_c-\mu\gg kT$ the one in the denominator of (3) can be dropped, and $\sigma\simeq\sigma_0e^{-(E_c-\mu)/kT}$. This overestimates (3) by the relative amount $e^{-x}$. At $\mu=E_c$ the conductivity is $\sigma_0/2$ at any temperature. For $\mu-E_c\gg kT$ it saturates at $\sigma_0$. As $T\to0$ with $\mu$ held fixed, $\sigma$ tends to zero if $\mu<E_c$ and to $\sigma_0$ if $\mu>E_c$.

Take round parameters: $\sigma_0=100$ S/cm, $E_c-\mu=0.20$ eV and $T=300$ K. Then $kT=0.025852$ eV and

$$
x=\frac{0.20}{0.025852}=7.736,\qquad f(E_c)=4.365\times10^{-4},
$$

$$
\sigma=100\times4.365\times10^{-4}=0.0436\ \text{S/cm}=4.36\ \text{S/m}.
$$

Direct quadrature of (1) gives the same value. At fixed $E_c-\mu$ the conductivity is $9.12\times10^{-4}$ S/cm at 200 K and 0.301 S/cm at 400 K. Moving $\mu$ through the edge at 300 K gives 12.6 S/cm when $\mu$ is 0.05 eV below $E_c$, 50 S/cm at the edge, and 87.4 S/cm when it is 0.05 eV above. The first and last values add up to $\sigma_0$, as the symmetry $g(x)+g(-x)=1$ requires.

Although $f(E_c)$ is the occupation at the edge, the current is not carried at that one energy. The weight in (1) selects the energies that matter. In the activated regime it falls as $e^{-(E-E_c)/kT}$ above the edge, so the share of the conductivity from the first $3kT$ is

$$
1-\frac{f(E_c+3kT)}{f(E_c)}\simeq1-e^{-3}=0.950 ,
$$

and the computed share is 95.02 %. The mean energy of transport above $E_c$ follows by partial integration. With $\varepsilon=E-E_c$,

$$
\int_0^\infty\varepsilon\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon
=\left[-\varepsilon f\right]_0^\infty+\int_0^\infty\frac{d\varepsilon}{e^{x+\varepsilon/kT}+1}
=kT\ln(1+e^{-x}).\tag{4}
$$

The bracket vanishes at both ends, and the last integral has the antiderivative $-kT\ln(1+e^{-x-\varepsilon/kT})$. Dividing by the total weight $f(E_c)$ gives

$$
\langle E-E_c\rangle=\frac{kT\ln(1+e^{-x})}{f(E_c)}\;\longrightarrow\;kT\qquad(x\gg1).
$$

In the example this is 0.02586 eV, practically $kT$. The plateau therefore has to be flat over several $kT$ above $E_c$, and what $\sigma(E)$ does much higher up has little effect unless it becomes very large there. When $\mu$ lies far above the edge the situation is different: the weight is centred on $\mu$, and $\sigma(E)$ must equal $\sigma_0$ there.

Equation (3) can also be read as carrier density times mobility. If the density of states above $E_c$ is a constant $N$ per volume and energy, spin included, the density of electrons above the edge is $n=N\int_{E_c}^\infty f\,dE=NkT\ln(1+e^{-x})$, by the integral in (4). In the activated limit $n\simeq NkTe^{-x}$, so $\sigma\simeq en\mu_c$ with a mobility $\mu_c=\sigma_0/(eNkT)$. In this limit, a plateau independent of temperature thus implies a mobility that falls as $1/T$.

One may try to obtain the plateau value from an Arrhenius plot of $\ln\sigma$ against $1/kT$. That requires care, because the chemical potential generally moves with temperature. Let $E_c-\mu=\Delta_0-\gamma T$ over the measured range, with $\sigma_0$ constant, and write $\beta=1/kT$. Then

$$
x=\beta\Delta_0-\frac{\gamma}{k},\qquad \ln\frac{\sigma}{\sigma_0}=-\ln(1+e^x),\qquad
\frac{d\ln\sigma}{dx}=-\frac{e^x}{1+e^x}=-[1-f(E_c)].
$$

Since $dx/d\beta=\Delta_0$, the slope is

$$
E_A\equiv-\frac{d\ln\sigma}{d\beta}=\Delta_0\,[1-f(E_c)].\tag{5}
$$

In the activated limit $\sigma\simeq\sigma_0e^{\gamma/k}e^{-\Delta_0/kT}$. The slope measures the gap extrapolated to $T=0$, not the gap at the temperature of the measurement, and the intercept is $\sigma_0e^{\gamma/k}$, not $\sigma_0$.

Take $\Delta_0=0.25$ eV and $\gamma=1.667\times10^{-4}$ eV/K, so that the gap at 300 K is again $0.25-0.05=0.20$ eV and the conductivity there is unchanged. The slope at 300 K is 0.2499 eV. With $\gamma/k=1.934$ the activated formula predicts an intercept of $100\,e^{1.934}=692$ S/cm, about seven times the true plateau. The tangent to the full curve at 300 K gives 689 S/cm. The small difference can be traced. With $\ln(1+e^x)=x+\ln(1+e^{-x})$, the tangent's intercept at $\beta=0$ is

$$
\ln\sigma+\beta E_A=\ln\sigma_0+\frac{\gamma}{k}-\ln(1+e^{-x})-\beta\Delta_0 f(E_c),
$$

which lies below $\ln\sigma_0+\gamma/k$ by about $(1+\beta\Delta_0)f(E_c)$. Here $\beta\Delta_0=7.736+1.934=9.670$, so the reduction is $10.67\times4.365\times10^{-4}=0.47\,\%$.

The factor $1-f(E_c)$ in (5) matters when $\mu$ is close to the edge. For a fixed gap of 0.03 eV at 300 K the slope is 0.0228 eV, which is 24 % below the gap.

The sharp step is itself an assumption. For non-interacting electrons in three dimensions the mobility transition is expected to be continuous, with $\sigma(E)$ rising from zero at $E_c$. In a strictly two-dimensional system without a magnetic field or spin-orbit coupling all states are expected to be localized, so the film must be thick enough for transport to be three-dimensional. To see what another onset does, integrate (1) by parts. The boundary term $-\sigma(E)f(E)$ vanishes at both ends if $\sigma(E)$ is zero at low energy and grows more slowly than $f$ decays at high energy. Then

$$
\sigma=\int\frac{d\sigma(E)}{dE}\,f(E)\,dE .\tag{6}
$$

For the step, $d\sigma/dE=\sigma_0\delta(E-E_c)$ and (3) returns. For a rounded step the conductivity is $\sigma_0$ times the Fermi function averaged over the profile of the edge. Let this profile be a normalized Gaussian of standard deviation $s$ centred at $E_c$. Expanding $f$ about $E_c$, the odd terms average to zero and

$$
\sigma=\sigma_0\left[f(E_c)+\frac{s^2}{2}f''(E_c)+O(s^4)\right],\qquad
f''=\frac{f(1-f)(1-2f)}{(kT)^2},
$$

where $f''$ follows from differentiating $f'=-f(1-f)/kT$ once more. Rounding raises the conductivity when $\mu<E_c$ and lowers it when $\mu>E_c$. At $\mu=E_c$ it has no effect, since $f(\mu+\varepsilon)+f(\mu-\varepsilon)=1$ makes the average over any symmetric profile equal to $1/2$.

In the activated regime the average can be done in closed form. With $f\simeq f(E_c)e^{-\varepsilon/kT}$, completing the square gives

$$
-\frac{\varepsilon^2}{2s^2}-\frac{\varepsilon}{kT}=-\frac{(\varepsilon+s^2/kT)^2}{2s^2}+\frac{s^2}{2(kT)^2},
\qquad
\sigma\simeq\sigma_0f(E_c)\,e^{s^2/2(kT)^2}.
$$

The shifted Gaussian, centred $s^2/kT$ below $E_c$, must still lie well above $\mu$ for the exponential form of $f$ to apply. For $s=0.010$ eV at 300 K the factor is 1.078, and the quadrature gives $0.0470/0.0436=1.078$ as well. Because the exponent grows as $1/T^2$, a rounding that is harmless at room temperature can become important on cooling. It also lowers the Arrhenius slope at fixed gap to $E_c-\mu-s^2/kT$, here by 0.004 eV.

A linear onset, $\sigma(E)=\sigma_0(E-E_c)/w$ for $E>E_c$, changes more than a numerical factor. Here $w$ is the energy above the edge at which $\sigma(E)$ reaches $\sigma_0$, and the line is taken to continue upwards. Equation (4) gives at once

$$
\sigma=\sigma_0\,\frac{kT}{w}\ln(1+e^{-x})\simeq\sigma_0\,\frac{kT}{w}\,e^{-(E_c-\mu)/kT}\qquad(x\gg1).
$$

The prefactor is now proportional to $T$. At fixed gap $\ln\sigma$ contains $-\ln\beta-\beta(E_c-\mu)$, so the Arrhenius slope is $E_c-\mu+kT$, or 0.226 eV in the example instead of 0.20 eV. With $w=0.05$ eV the conductivity at 300 K is 0.0226 S/cm. Its ratio to the step result is the mean transport energy divided by $w$, $0.02586/0.05=0.517$. At 200 K and 400 K the ratios are 0.345 and 0.690, which double with the temperature. For $\mu$ far above $E_c$ the linear onset gives $\sigma_0(\mu-E_c)/w$, with no saturation. A measured conductivity that keeps rising when $\mu$ is already many $kT$ above $E_c$ is therefore at odds with a constant plateau.

Equation (3) also fails when electrons hop between localized states by exchanging energy with phonons. Such processes are absent from (1), which was derived for a static potential. They give a conductivity below $E_c$ that can dominate at low temperature if $\mu<E_c$, because $f(E_c)$ is then exponentially small. If lattice vibrations or interactions make $\sigma_0$ or $E_c$ depend on temperature, (3) may still describe the conductivity at each temperature, but the slope and intercept derived above acquire further terms.

## Computed results

```
ring: energy gain, time propagation = 2.89309e-05 hopping
ring: energy gain, golden rule = 2.89312e-05 hopping
chain: sites = 400, samples = 40, disorder width = 6.0 hopping
chain: hbar*omega 0.05-0.10 hopping, sigma(E,omega) = 0.0512 e^2 a/hbar
chain: hbar*omega 0.10-0.20 hopping, sigma(E,omega) = 0.1294 e^2 a/hbar
chain: hbar*omega 0.20-0.40 hopping, sigma(E,omega) = 0.2362 e^2 a/hbar
chain: hbar*omega 0.40-0.80 hopping, sigma(E,omega) = 0.3924 e^2 a/hbar
plateau sigma0 = 100.0 S/cm
Ec - mu = 0.20 eV
temperature = 300 K
kT = 0.025852 eV
x = (Ec - mu)/kT = 7.7363
f(Ec) = 4.36474e-04
sigma by quadrature = 0.043647 S/cm
sigma0*f(Ec) = 0.043647 S/cm
sigma, Boltzmann limit = 0.043666 S/cm
sigma by quadrature in SI = 4.3647 S/m
300 K, Ec - mu = +0.20 eV: sigma = 0.04365 S/cm
300 K, Ec - mu = +0.10 eV: sigma = 2.04688 S/cm
300 K, Ec - mu = +0.05 eV: sigma = 12.62990 S/cm
300 K, Ec - mu = +0.00 eV: sigma = 50.00000 S/cm
300 K, Ec - mu = -0.05 eV: sigma = 87.37010 S/cm
300 K, Ec - mu = -0.10 eV: sigma = 97.95312 S/cm
Ec - mu = 0.20 eV, T = 200 K: sigma = 9.1247e-04 S/cm
Ec - mu = 0.20 eV, T = 300 K: sigma = 4.3647e-02 S/cm
Ec - mu = 0.20 eV, T = 400 K: sigma = 3.0116e-01 S/cm
share of sigma from Ec to Ec+3kT = 95.02 %
mean transport energy above Ec = 0.025858 eV
shifting mu: Delta0 = 0.25 eV
shifting mu: gamma = 1.6667e-04 eV/K
shifting mu: gamma/k = 1.9341
shifting mu: Arrhenius slope = 0.24989 eV
shifting mu: tangent intercept = 688.6 S/cm
shifting mu: sigma0*exp(gamma/k) = 691.8 S/cm
fixed gap 0.03 eV: Arrhenius slope = 0.02284 eV
rounded step: width s = 0.010 eV
rounded step: sigma = 0.047033 S/cm
rounded step: ratio to sharp step = 1.0776
rounded step: exp(s^2/2(kT)^2) = 1.0777
linear onset: w = 0.05 eV
linear onset, T = 200 K: sigma = 3.1452e-04 S/cm
linear onset, T = 300 K: sigma = 2.2572e-02 S/cm
linear onset, T = 400 K: sigma = 2.0793e-01 S/cm
```
